# Why correlation shrinks the Slater integrals of a free d² ion: verification in Python

```python
# Result under test: correlating excitations out of a 3d2 configuration act as an
# effective two-electron interaction that reduces the Slater integrals F2 and F4.
# Symbols: P(r) radial orbital; R^k(ab,cd) radial Coulomb integral; L,S term labels;
# f_k(L) coefficient of F^k; P space = d2 state of a term, Q space = all other pairs.
# Valence pairs: full two-electron CI in a frozen core. Core excitations: 2nd order.
# Atomic units inside, cm^-1 in the printed output.
import numpy as np
from math import factorial, sqrt
from functools import lru_cache
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.special import gammainc
from scipy.constants import physical_constants

CM = physical_constants['hartree-inverse meter relationship'][0] / 100
TERMS = {'3F': (3, 1), '3P': (1, 1), '1G': (4, 0), '1D': (2, 0), '1S': (0, 0)}
LETTER = 'spdfgh'
STEP = 0.04
x = np.arange(-13.0, 4.0, STEP)
r = np.exp(x)
w = STEP * r


def make_kernel(k):
    """r<^k / r>^(k+1) with the end-point correction for the kink at r1 = r2."""
    big = np.maximum(r[:, None], r[None, :])
    kern = np.exp(-k * np.abs(x[:, None] - x[None, :])) / big
    kern[np.diag_indices(len(r))] *= 1 - STEP * (2 * k + 1) / 12
    return kern


KERNEL = [make_kernel(k) for k in range(11)]


def triangle(a, b, c):
    return sqrt(factorial(a + b - c) * factorial(a - b + c) * factorial(b + c - a)
                / factorial(a + b + c + 1))


@lru_cache(None)
def w3j(a, b, c, ma, mb, mc):
    if ma + mb + mc or c < abs(a - b) or c > a + b:
        return 0.0
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    total = 0.0
    for t in range(a + b - c + 1):
        args = (t, c - b + t + ma, c - a + t - mb, a + b - c - t, a - t - ma, b - t + mb)
        if min(args) >= 0:
            den = 1
            for n in args:
                den *= factorial(n)
            total += (-1) ** t / den
    norm = 1
    for j, m in ((a, ma), (b, mb), (c, mc)):
        norm *= factorial(j + m) * factorial(j - m)
    return (-1) ** abs(a - b - mc) * triangle(a, b, c) * sqrt(norm) * total


@lru_cache(None)
def w6j(a, b, c, d, e, f):
    triads = ((a, b, c), (a, e, f), (d, b, f), (d, e, c))
    for p, q, s in triads:
        if s < abs(p - q) or s > p + q:
            return 0.0
    low = [sum(t) for t in triads]
    high = [a + b + d + e, b + c + e + f, a + c + d + f]
    total = 0.0
    for t in range(max(low), min(high) + 1):
        den = 1
        for n in low:
            den *= factorial(t - n)
        for n in high:
            den *= factorial(n - t)
        total += (-1) ** t * factorial(t + 1) / den
    for t in triads:
        total *= triangle(*t)
    return total


def reduced(l, k, lp):
    return (-1) ** l * sqrt((2 * l + 1) * (2 * lp + 1)) * w3j(l, k, lp, 0, 0, 0)


def multipoles(a, b, c, d):
    return [k for k in range(max(abs(a - c), abs(b - d)), min(a + c, b + d) + 1)
            if (a + c + k) % 2 == 0 and (b + d + k) % 2 == 0]


def pair_coefficient(a, b, c, d, L, k):
    return ((-1) ** (b + c + L) * w6j(a, b, L, d, c, k)
            * reduced(a, k, c) * reduced(b, k, d))


@lru_cache(None)
def tensor_component(k, l, lp):
    out = np.zeros((2 * l + 1, 2 * lp + 1, 2 * k + 1))
    pref = sqrt((2 * l + 1) * (2 * lp + 1)) * w3j(l, k, lp, 0, 0, 0)
    for m in range(-l, l + 1):
        for mp in range(-lp, lp + 1):
            q = m - mp
            if abs(q) <= k:
                out[m + l, mp + lp, q + k] = (-1) ** abs(m) * pref * w3j(l, k, lp, -m, q, mp)
    return out


@lru_cache(None)
def m_tensor(k, a, b, c, d):
    """<ma mb| C^k(1).C^k(2) |mc md> in the uncoupled basis."""
    sign = np.array([(-1.0) ** abs(q) for q in range(-k, k + 1)])
    return np.einsum('acq,bdq->abcd', tensor_component(k, a, c) * sign,
                     tensor_component(k, b, d)[:, :, ::-1])


def radial(p1, p2, p3, p4, k):
    return (w * p1 * p3) @ (KERNEL[k] @ (w * p2 * p4))


def radial_source(P):
    """Function returning all R^k(ab,cd) for given orbital angular momenta."""
    dens, pots = {}, {}

    def density(a, c):
        if (a, c) not in dens:
            dens[a, c] = (P[a][:, None, :] * P[c][None, :, :] * w).reshape(-1, len(r))
        return dens[a, c]

    def get(a, b, c, d, k):
        if (b, d, k) not in pots:
            pots[b, d, k] = density(b, d) @ KERNEL[k]
        out = density(a, c) @ pots[b, d, k].T
        return out.reshape(len(P[a]), len(P[c]), len(P[b]), len(P[d])).transpose(0, 2, 1, 3)
    return get


def term_hamiltonian(P, h, R, L, S):
    """Two-electron Hamiltonian of one LS term, with a label for each basis state."""
    channels = []
    for la in P:
        for lb in P:
            if la <= lb and (la + lb) % 2 == 0 and lb - la <= L <= la + lb:
                prs = [(a, b) for a in range(len(P[la])) for b in range(len(P[lb]))
                       if la < lb or a < b or (a == b and (L + S) % 2 == 0)]
                if prs:
                    channels.append((la, lb, np.array(prs)))

    def product_block(a, b, c, d):
        out = np.zeros((len(P[a]), len(P[b]), len(P[c]), len(P[d])))
        for k in multipoles(a, b, c, d):
            out += pair_coefficient(a, b, c, d, L, k) * R(a, b, c, d, k)
        if a == c and b == d:
            out += np.einsum('ac,bd->abcd', h[a], np.eye(len(P[b])))
            out += np.einsum('ac,bd->abcd', np.eye(len(P[a])), h[b])
        return out

    sizes = [len(c[2]) for c in channels]
    start = np.concatenate([[0], np.cumsum(sizes)])
    H = np.zeros((start[-1], start[-1]))
    labels = []
    for i, (la, lb, pi) in enumerate(channels):
        labels += [(la, lb, int(a), int(b)) for a, b in pi]
        a, b = pi[:, 0][:, None], pi[:, 1][:, None]
        ni = np.where((la == lb) & (a == b), sqrt(0.5), 1.0)
        for j in range(i, len(channels)):
            lc, ld, pj = channels[j]
            c, d = pj[:, 0][None, :], pj[:, 1][None, :]
            nj = np.where((lc == ld) & (c == d), sqrt(0.5), 1.0)
            blk = product_block(la, lb, lc, ld)[a, b, c, d]
            blk = blk + (-1) ** (S + lc + ld + L) * product_block(la, lb, ld, lc)[a, b, d, c]
            blk = blk * ni * nj
            H[start[i]:start[i + 1], start[j]:start[j + 1]] = blk
            H[start[j]:start[j + 1], start[i]:start[i + 1]] = blk.T
    return H, labels


def fold_core(ring, ring_gap, holes, hole_gap):
    """Second-order two-body interaction of valence electrons through the core.
    ring[c,j,a,l] = <cj||al>, holes[c,c',k,l] = <cc'||kl>; gaps are positive."""
    nc, nv, na, _ = ring.shape
    mat = ring.transpose(1, 3, 0, 2).reshape(nv * nv, nc * na)
    W = (-(mat / ring_gap.reshape(-1)) @ mat.T).reshape(nv, nv, nv, nv)
    v = W.transpose(0, 3, 1, 2)
    V = (v - v.transpose(0, 1, 3, 2) + v.transpose(1, 0, 3, 2) - v.transpose(1, 0, 2, 3))
    return V - 0.5 * np.einsum('cdpq,cd,cdrs->pqrs', holes, 1 / hole_gap, holes, optimize=True)


def with_spin(direct, exchange):
    one = np.eye(2)
    out = np.einsum('abcd,xz,yw->axbyczdw', direct, one, one)
    out = out - np.einsum('abcd,xw,yz->axbyczdw', exchange, one, one)
    return out.reshape([2 * n for n in direct.shape])


def term_expectation(V, L, S):
    cg = np.array([[sqrt(2 * L + 1) * w3j(2, 2, L, m, n, 0) for n in range(-2, 3)]
                   for m in range(-2, 3)])
    spin = np.array([[0, 1], [1 if S else -1, 0]]) / sqrt(2)
    psi = np.einsum('mn,st->msnt', cg, spin).reshape(10, 10)
    return 0.5 * np.einsum('pq,pqrs,rs->', psi, V, psi, optimize=True)


# Weighted projection of five term energies on F0, F2, F4
F_COEF = np.array([[pair_coefficient(2, 2, 2, 2, L, k) for k in (0, 2, 4)]
                   for L, S in TERMS.values()])
WEIGHT = np.array([(2 * L + 1) * (2 * S + 1) for L, S in TERMS.values()], float)
PROJECT = np.linalg.solve(F_COEF.T @ (WEIGHT[:, None] * F_COEF), F_COEF.T * WEIGHT)
EXTRA = np.array([[L * (L + 1), float(L == 0)] for L, S in TERMS.values()])
FIVE = np.hstack([F_COEF, EXTRA])


def hartree_fock(Z):
    """Average-of-configuration Hartree-Fock for [Ar-like core] 3d2."""
    ranges = {0: (0.9, 36, 11), 1: (0.9, 22, 10), 2: (0.9, 14, 9),
              3: (1.6, 11, 6), 4: (2.2, 12, 5), 5: (2.8, 12, 4)}
    ncore = {0: 3, 1: 2, 2: 0, 3: 0, 4: 0, 5: 0}
    B, T, H1, X = {}, {}, {}, {}
    for l, (lo, hi, n) in ranges.items():
        z = np.geomspace(lo, hi, n) * Z / 22
        zs = z[:, None] + z[None, :]

        def moment(p):
            return factorial(p) / zs ** (p + 1)
        norm = 1 / np.sqrt(np.diag(moment(2 * l + 2)))
        nn = norm[:, None] * norm[None, :]
        B[l] = norm[:, None] * r ** (l + 1) * np.exp(-z[:, None] * r)
        T[l] = 0.5 * nn * (((l + 1) ** 2 + l * (l + 1)) * moment(2 * l)
                           - (l + 1) * zs * moment(2 * l + 1)
                           + z[:, None] * z[None, :] * moment(2 * l + 2))
        H1[l] = T[l] - Z * nn * moment(2 * l + 1)
        s, u = eigh(nn * moment(2 * l + 2))
        keep = s > 1e-9
        X[l] = u[:, keep] / np.sqrt(s[keep])

    def shell_field(l, lb, Pb, q):
        J = (B[l] * (w * (KERNEL[0] @ (w * Pb * Pb)))) @ B[l].T
        A = B[l] * Pb * w
        ex = sum(w3j(l, k, lb, 0, 0, 0) ** 2 * (A @ KERNEL[k] @ A.T)
                 for k in range(abs(l - lb), l + lb + 1, 2))
        return q * (J - 0.5 * ex)

    def core_fock(l, core):
        return H1[l] + sum(shell_field(l, lb, Pb, 2 * (2 * lb + 1)) for lb, Pb in core)

    def full_fock(l, core, d):
        F = core_fock(l, core)
        if l != 2:
            return F + shell_field(l, 2, d, 2)
        rho = w * d * d
        U = KERNEL[0] @ rho - 2 / 63 * (KERNEL[2] @ rho + KERNEL[4] @ rho)
        return F + (B[2] * (w * U)) @ B[2].T

    def diagonalize(F, l):
        e, c = eigh(X[l].T @ F @ X[l])
        return e, X[l] @ c

    screen = (Z - 3) * (1 - 1 / (1 + 2.5 * r) ** 2) / r
    F = {l: H1[l] + (B[l] * (w * screen)) @ B[l].T for l in (0, 1, 2)}
    old = np.zeros(6)
    for cycle in range(200):
        sol = {l: diagonalize(F[l], l) for l in (0, 1, 2)}
        core = [(l, sol[l][1][:, n] @ B[l]) for l in (0, 1) for n in range(ncore[l])]
        d = sol[2][1][:, 0] @ B[2]
        occ = np.concatenate([sol[0][0][:3], sol[1][0][:2], sol[2][0][:1]])
        change = np.max(np.abs(occ - old))
        old = occ
        if change < 1e-8:
            break
        F = {l: 0.4 * F[l] + 0.6 * full_fock(l, core, d) for l in (0, 1, 2)}
    assert change < 1e-6, 'SCF not converged'
    energy = kinetic = 0.0
    for l, count, q in ((0, 3, 2), (1, 2, 6), (2, 1, 2)):
        for n in range(count):
            c = sol[l][1][:, n]
            energy += 0.5 * q * (c @ H1[l] @ c + sol[l][0][n])
            kinetic += q * (c @ T[l] @ c)
    eps, P, h = {}, {}, {}
    for l in ranges:
        e, C = sol[l] if l < 3 else diagonalize(full_fock(l, core, d), l)
        C, e = C[:, ncore[l]:], e[ncore[l]:]
        eps[l], P[l], h[l] = e, C.T @ B[l], C.T @ core_fock(l, core) @ C
    core_eps = list(old[:5])
    return dict(E=energy, T=kinetic, core=core, core_eps=core_eps, eps=eps, P=P, h=h)


def core_interaction(ion):
    """Blocks of the core-valence interaction and the closed polarisation formula."""
    core, P, eps = ion['core'], ion['P'], ion['eps']
    d = P[2][0]
    parts = [(l, P[l][n], eps[l][n]) for l in P for n in range(len(P[l]))]
    dir_rows, ex_rows, formula = [], [], np.zeros(3)
    for (lc, pc), ec in zip(core, ion['core_eps']):
        drow, erow = [], []
        for la, pa, ea in parts:
            D = np.zeros((2 * lc + 1, 5, 2 * la + 1, 5))
            E = np.zeros_like(D)
            for k in multipoles(lc, 2, la, 2):
                val = radial(pc, d, pa, d, k)
                D += val * m_tensor(k, lc, 2, la, 2)
                formula[k // 2] -= 4 / (2 * k + 1) * (reduced(lc, k, la) * val) ** 2 / (ea - ec)
            for k in multipoles(lc, 2, 2, la):
                E += radial(pc, d, d, pa, k) * m_tensor(k, lc, 2, 2, la).transpose(0, 1, 3, 2)
            drow.append(D)
            erow.append(E)
        dir_rows.append(np.concatenate(drow, axis=2))
        ex_rows.append(np.concatenate(erow, axis=2))
    D, E = np.concatenate(dir_rows), np.concatenate(ex_rows)
    e_core = np.concatenate([np.full(2 * (2 * l + 1), e)
                             for (l, _), e in zip(core, ion['core_eps'])])
    e_part = np.concatenate([np.full(2 * (2 * l + 1), e) for l, _, e in parts])
    ring_gap = e_part[None, :] - e_core[:, None]
    hole_rows = []
    for l1, p1 in core:
        row = []
        for l2, p2 in core:
            blk = np.zeros((2 * l1 + 1, 2 * l2 + 1, 5, 5))
            for k in multipoles(l1, l2, 2, 2):
                blk += radial(p1, p2, d, d, k) * m_tensor(k, l1, l2, 2, 2)
            row.append(blk)
        hole_rows.append(np.concatenate(row, axis=1))
    HH = np.concatenate(hole_rows)
    holes = with_spin(HH, HH.transpose(0, 1, 3, 2))
    hole_gap = 2 * eps[2][0] - e_core[:, None] - e_core[None, :]
    assert ring_gap.min() > 0 and hole_gap.min() > 0
    bubble = fold_core(with_spin(D, 0 * E), ring_gap, 0 * holes, hole_gap)
    ring = fold_core(with_spin(D, E), ring_gap, 0 * holes, hole_gap)
    total = fold_core(with_spin(D, E), ring_gap, holes, hole_gap)
    shifts = [np.array([term_expectation(V, L, S) for L, S in TERMS.values()])
              for V in (bubble, ring - bubble, total - ring)]
    return shifts, formula


def analyse(Z):
    ion = hartree_fock(Z)
    P, h = ion['P'], ion['h']
    R = radial_source(P)
    first, valence, weights, channel = [], [], [], {}
    for t, (L, S) in enumerate(TERMS.values()):
        H, labels = term_hamiltonian(P, h, R, L, S)
        p = labels.index((2, 2, 0, 0))
        q = np.array([i for i in range(len(labels)) if i != p])
        e, c = eigh(H, subset_by_index=[0, 0])
        weights.append(c[p, 0] ** 2)
        folded = H[p, q] * np.linalg.solve(e[0] * np.eye(len(q)) - H[np.ix_(q, q)], H[q, p])
        # folding identity against the eigenvalue from diagonalization
        assert abs(folded.sum() - (e[0] - H[p, p])) < 1e-7
        first.append(H[p, p])
        valence.append(e[0] - H[p, p])
        for i, val in zip(q, folded):
            name = LETTER[labels[i][0]] + LETTER[labels[i][1]]
            channel.setdefault(name, np.zeros(5))[t] += val
    core_shifts, formula = core_interaction(ion)
    ion.update(R=R, first=np.array(first), valence=np.array(valence), weights=weights,
               channel=channel, core_shifts=core_shifts, formula=formula)
    ion['F'] = np.array([radial(P[2][0], P[2][0], P[2][0], P[2][0], k) for k in (0, 2, 4)])
    ion['total'] = ion['first'] + ion['valence'] + sum(core_shifts)
    return ion


def test_radial_kernel():
    b = 7.0
    rho = b ** 7 / 720 * r ** 6 * np.exp(-b * r)
    for k in (0, 2, 4):
        def integrand(s):
            inner = factorial(6 + k) / (720 * b ** k) * gammainc(7 + k, b * s)
            return 2 * b ** 7 / 720 * s ** (5 - k) * np.exp(-b * s) * inner
        ref = quad(integrand, 0, 12, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
        assert abs((w * rho) @ KERNEL[k] @ (w * rho) / ref - 1) < 1e-5


def test_uncoupled_basis(ion):
    """LS-coupled energies and degeneracies against the uncoupled m basis."""
    P = {l: ion['P'][l][:n] for l, n in ((0, 1), (1, 1), (2, 2), (3, 1))}
    h = {l: ion['h'][l][:len(P[l]), :len(P[l])] for l in P}
    R = radial_source(P)
    shells, pos = [], 0
    for l in P:
        for n in range(len(P[l])):
            shells.append((l, n, slice(pos, pos + 2 * l + 1)))
            pos += 2 * l + 1
    G, h1 = np.zeros((pos,) * 4), np.zeros((pos, pos))
    for a, i, sa in shells:
        for c, m, sc in shells:
            if a == c:
                h1[sa, sc] = h[a][i, m] * np.eye(2 * a + 1)
            for b, j, sb in shells:
                for d, n, sd in shells:
                    for k in multipoles(a, b, c, d):
                        G[sa, sb, sc, sd] += R(a, b, c, d, k)[i, j, m, n] * m_tensor(k, a, b, c, d)
    one = np.eye(pos)
    H = (G + np.einsum('ac,bd->abcd', h1, one)
         + np.einsum('ac,bd->abcd', one, h1)).reshape(pos ** 2, pos ** 2)
    spectrum = {}
    for S in (0, 1):
        cols = []
        for p in range(pos):
            for q in range(p + S, pos):
                v = np.zeros((pos, pos))
                v[p, q] += 1
                v[q, p] += (-1) ** S
                cols.append(v.ravel() / np.linalg.norm(v))
        U = np.array(cols).T
        spectrum[S] = np.linalg.eigvalsh(U.T @ H @ U)
    for L, S in TERMS.values():
        low = np.linalg.eigvalsh(term_hamiltonian(P, h, R, L, S)[0])[0]
        assert np.sum(np.abs(spectrum[S] - low) < 1e-8) == 2 * L + 1


def test_core_folding():
    """Diagram formula against second order in the complete Fock space of a toy model."""
    rng = np.random.default_rng(5)
    n, core, val, part = 7, [0, 1], [2, 3, 4], [2, 3, 4, 5, 6]
    eps = np.array([-2.0, -1.5, 0, 0, 0, 1.0, 1.7])
    pairs = [(p, q) for p in range(n) for q in range(p + 1, n)]
    M = rng.normal(size=(len(pairs), len(pairs)))
    M = M + M.T
    g = np.zeros((n,) * 4)
    for i, (p, q) in enumerate(pairs):
        for j, (s, t) in enumerate(pairs):
            g[p, q, s, t] = g[q, p, t, s] = M[i, j]
            g[q, p, s, t] = g[p, q, t, s] = -M[i, j]
    ann = []
    for p in range(n):
        op = np.eye(1)
        for q in range(n):
            site = np.diag([1.0, -1.0]) if q < p else np.eye(2)
            if q == p:
                site = np.array([[0.0, 1.0], [0.0, 0.0]])
            op = np.kron(op, site)
        ann.append(op)
    number = np.array([np.diag(a.T @ a) for a in ann])
    V = np.zeros((2 ** n, 2 ** n))
    lower = [ann[q] @ ann[p] for p, q in pairs]
    for i in range(len(pairs)):
        V += lower[i].T @ sum(M[i, j] * lower[j] for j in range(len(pairs)))
    u = sum(g[:, c, :, c] for c in core)
    for p in range(n):
        for q in range(n):
            V -= u[p, q] * ann[p].T @ ann[q]
    e0 = eps @ number
    vacuum = np.zeros(2 ** n)
    vacuum[0] = 1
    filled = ann[0].T @ ann[1].T @ vacuum
    model = (number[:2].sum(0) == 2) & (number[5:].sum(0) == 0)

    def second_order(states, electrons):
        Bm = np.array(states).T
        outside = (~model) & (number.sum(0) == electrons)
        inv = np.zeros(2 ** n)
        inv[outside] = 1 / (eps[core].sum() - e0[outside])
        VB = V @ Bm
        return VB.T @ (inv[:, None] * VB)

    zero = second_order([filled], 2)[0, 0]
    single = second_order([ann[p].T @ filled for p in val], 3) - zero * np.eye(3)
    vp = [(0, 1), (0, 2), (1, 2)]
    double = second_order([ann[val[p]].T @ ann[val[q]].T @ filled for p, q in vp], 4)
    formula = fold_core(g[np.ix_(core, val, part, val)],
                        eps[part][None, :] - eps[core][:, None],
                        g[np.ix_(core, core, val, val)],
                        -eps[core][:, None] - eps[core][None, :])
    for a in part:
        for b in part:
            if a > 4 or b > 4:
                left = g[np.ix_(val, val, [a], [b])][:, :, 0, 0]
                formula = formula - 0.5 * np.multiply.outer(left, left) / (eps[a] + eps[b])
    one = np.eye(3)
    for i, (p, q) in enumerate(vp):
        for j, (s, t) in enumerate(vp):
            lower_body = (single[p, s] * one[q, t] + single[q, t] * one[p, s]
                          - single[p, t] * one[q, s] - single[q, s] * one[p, t])
            two_body = double[i, j] - lower_body - zero * (i == j)
            assert abs(two_body - formula[p, q, s, t]) < 1e-9


test_radial_kernel()
test_core_folding()
ti = analyse(22)
test_uncoupled_basis(ti)
fe = analyse(26)
for ion in (ti, fe):
    assert abs(ion['E'] / ion['T'] + 1) < 1e-3            # virial theorem
    assert np.allclose((PROJECT @ ion['first'])[1:], ion['F'][1:], atol=1e-7)
    assert np.allclose(ion['core_shifts'][0], F_COEF @ ion['formula'], atol=1e-8)

print('Ti2+ 3d2, average-of-configuration Hartree-Fock')
print(f"total energy {ti['E']:.4f} hartree; -E/T = {-ti['E'] / ti['T']:.6f}")
print(f"HF F2 = {ti['F'][1] * CM:.0f} cm^-1, F4 = {ti['F'][2] * CM:.0f} cm^-1")
print('term: energy above 3F in cm^-1 (HF, +valence, +core); valence shift; d2 weight')
stage2 = ti['first'] + ti['valence']
for i, name in enumerate(TERMS):
    vals = [(e[i] - e[0]) * CM for e in (ti['first'], stage2, ti['total'])]
    print(f"{name}: {vals[0]:.0f}, {vals[1]:.0f}, {vals[2]:.0f}; "
          f"{ti['valence'][i] * CM:.0f}; {ti['weights'][i]:.4f}")
print('valence channel: change of F2, F4 in cm^-1')
for name, val in ti['channel'].items():
    f = PROJECT @ val * CM
    print(f'{name}: {f[1]:.0f}, {f[2]:.0f}')
radial_part = PROJECT @ ti['channel']['dd'] * CM
all_valence = PROJECT @ ti['valence'] * CM
print(f'radial (dd) sum: {radial_part[1]:.0f}, {radial_part[2]:.0f} cm^-1')
print(f'angular (other) sum: {all_valence[1] - radial_part[1]:.0f}, '
      f'{all_valence[2] - radial_part[2]:.0f} cm^-1')
print(f'all valence: {all_valence[1]:.0f}, {all_valence[2]:.0f} cm^-1')
for name, val in zip(('core direct polarisation', 'core exchange polarisation',
                      'core pair into 3d'), ti['core_shifts']):
    f = PROJECT @ val * CM
    print(f'{name}: {f[1]:.0f}, {f[2]:.0f} cm^-1')
for label, ion in (('Ti2+', ti), ('Fe6+', fe)):
    bare = ion['F']
    val3 = PROJECT @ (ion['first'] + ion['valence'])
    eff3 = PROJECT @ ion['total']
    eff5 = np.linalg.solve(FIVE, ion['total'])
    resid = ion['total'] - F_COEF @ eff3
    rms = sqrt(WEIGHT @ resid ** 2 / WEIGHT.sum()) * CM
    print(f'{label} HF F2, F4: {bare[1] * CM:.0f}, {bare[2] * CM:.0f} cm^-1')
    print(f'{label} effective F2, F4: {eff3[1] * CM:.0f}, {eff3[2] * CM:.0f} cm^-1')
    print(f'{label} ratios F2, F4, valence only: {val3[1] / bare[1]:.3f}, {val3[2] / bare[2]:.3f}')
    print(f'{label} ratios F2, F4, with core: {eff3[1] / bare[1]:.3f}, {eff3[2] / bare[2]:.3f}')
    print(f'{label} five-parameter ratios: {eff5[1] / bare[1]:.3f}, {eff5[2] / bare[2]:.3f}')
    print(f'{label} alpha = {eff5[3] * CM:.1f}, 1S term = {eff5[4] * CM:.0f}, '
          f'three-parameter rms = {rms:.0f} cm^-1')

# the causal claim: folding reduces both integrals, and direct polarisation always does
for ion in (ti, fe):
    assert np.all((PROJECT @ ion['total'])[1:] < ion['F'][1:])
    assert np.all((PROJECT @ ion['core_shifts'][0])[1:] < 0)
print('no test failed')
```

Running it gives:

```
Ti2+ 3d2, average-of-configuration Hartree-Fock
total energy -847.6924 hartree; -E/T = 1.000000
HF F2 = 66870 cm^-1, F4 = 41639 cm^-1
term: energy above 3F in cm^-1 (HF, +valence, +core); valence shift; d2 weight
3F: 0, 0, 0; -1620; 0.9976
3P: 13389, 11832, 10005; -3177; 0.9957
1G: 17321, 15687, 14351; -3254; 0.9949
1D: 11072, 9071, 7910; -3622; 0.9943
1S: 42770, 33492, 31692; -10898; 0.9781
valence channel: change of F2, F4 in cm^-1
pf: -324, -517
dd: -3752, -3906
dg: -266, -1026
ff: -3300, -1455
fh: -58, -229
gg: -605, -460
hh: -189, -188
pp: -703, -883
sg: -119, -110
ph: -51, -47
sd: -21, -301
ss: -322, -580
radial (dd) sum: -3752, -3906 cm^-1
angular (other) sum: -5958, -5797 cm^-1
all valence: -9710, -9703 cm^-1
core direct polarisation: -15606, -2258 cm^-1
core exchange polarisation: 17394, 8702 cm^-1
core pair into 3d: -7139, -6184 cm^-1
Ti2+ HF F2, F4: 66870, 41639 cm^-1
Ti2+ effective F2, F4: 51810, 32196 cm^-1
Ti2+ ratios F2, F4, valence only: 0.855, 0.767
Ti2+ ratios F2, F4, with core: 0.775, 0.773
Ti2+ five-parameter ratios: 0.788, 0.731
Ti2+ alpha = 94.9, 1S term = -135, three-parameter rms = 545 cm^-1
Fe6+ HF F2, F4: 119944, 76134 cm^-1
Fe6+ effective F2, F4: 101226, 67722 cm^-1
Fe6+ ratios F2, F4, valence only: 0.924, 0.881
Fe6+ ratios F2, F4, with core: 0.844, 0.890
Fe6+ five-parameter ratios: 0.852, 0.821
Fe6+ alpha = 195.2, 1S term = 1251, three-parameter rms = 1039 cm^-1
no test failed
```
